# Threading Dislocation Density in a Graded Buffer at Steady State

A crystalline film grows at rate $R$ on a thick (001) substrate. Its composition is graded, so its misfit with the substrate rises linearly with height: $f(z)=gz$, with $z=0$ at the substrate. The film relaxes by dislocations. A *thread* runs through the film to the free surface; as it glides sideways it leaves behind a *misfit line* lying parallel to the surface. Misfit lines form two orthogonal arrays. The problem asks how many threads per unit area the film needs in order to relax as fast as grading strains it.

Strains are small and kept to first order. The film's natural lattice spacing is taken larger than the substrate's, and elastic compression is counted positive. The film and substrate share the cubic structure whose slip planes are {111} and whose Burgers vectors are $\tfrac a2\langle110\rangle$, with $a$ the lattice parameter.

## (a) The useful part of the Burgers vector

**Which slip systems does an equal biaxial film stress drive, and how much in-plane misfit does one of their lines relieve?**

**Solution.** Take the plane with unit normal $\mathbf n=(1,1,1)/\sqrt3$. It meets the (001) interface along $[1\bar10]$, which is the direction of the misfit line. The in-plane direction normal to the line is $\mathbf p=(1,1,0)/\sqrt2$. Up to sign, the plane contains three Burgers vectors:

$$\tfrac a2[1\bar10],\qquad \tfrac a2[10\bar1],\qquad \tfrac a2[01\bar1].$$

An in-plane stress of magnitude $\sigma$ drives slip in proportion to $\sigma(b_xn_x+b_yn_y)$. This is zero for the first vector and $\sigma a/(2\sqrt3)$ for the other two. Each of the four {111} planes therefore has two driven systems, eight in all. The sign of $\mathbf b$ is the one that relieves the misfit.

The component that relieves misfit lies in the interface and is normal to the line. For $\mathbf b=\tfrac a2[10\bar1]$,

$$b_{\rm eff}=\mathbf b\cdot\mathbf p=\frac{a}{2\sqrt2}=\frac b2,\qquad b=|\mathbf b|=\frac a{\sqrt2}.$$

The angle between $\mathbf b$ and the line has cosine $\tfrac12$, so these are 60-degree dislocations. The component of $\mathbf b$ along the line and the component normal to the interface relieve no in-plane misfit.

## (b) Elastic strain at a given height

**Let $N(z)$ be the number of misfit lines of one array, per unit length across the array, that lie below height $z$. Find the elastic strain there.**

**Solution.** Consider a substrate length $L$ measured across the array. Without dislocations, the layer at $z$ has as many atomic planes as the substrate, and its natural length would be $L(1+gz)$. Each line below $z$ removes a width $b_{\rm eff}$ of material from the layers above it. There are $NL$ such lines, so the natural length becomes

$$L(1+gz)-NLb_{\rm eff}.$$

The thick substrate holds the layer at length $L$. The compression per unit length is

$$\varepsilon(z)=\frac{L(1+gz-b_{\rm eff}N)-L}{L}=gz-b_{\rm eff}N(z).$$

This is an average over distances larger than the line spacing. A line above $z$ does not change the number of atomic planes at $z$, and the substrate fixes the length, so that line does not enter the average.

## (c) Relaxation by moving threads

**There are $\rho$ threads per unit plan area. Their mean in-plane advance speed, taken over all threads with pinned ones counted as zero, is $v$. Both in-plane directions relax equally. How fast does the misfit relieved at the surface grow?**

**Solution.** A thread that advances by $v_i\,dt$ lays down a misfit line of that length. The new line length per unit area is

$$\frac1A\sum_i v_i\,dt=\rho v\,dt .$$

Parallel lines with number $N$ per unit length have total length $N$ per unit area. Two equal arrays hold length $2N$, with $N$ now counting every line below the surface. Hence

$$2\frac{dN}{dt}=\rho v ,\qquad b_{\rm eff}\frac{dN}{dt}=\frac12\,b_{\rm eff}\,\rho v .$$

The factor $\tfrac12$ appears because a given line relieves strain in one in-plane direction, while two directions must be served. This assumes that every new line has the relieving sign.

Slip geometry gives the same factor. Let the slip plane make angle $\theta$ with the surface. In a layer of thickness $H$, a thread advancing by $s$ sweeps a slip area $Hs/\sin\theta$. The strain is the symmetric part of $\mathbf b\otimes\mathbf n$ times swept area per volume. Since $\mathbf n\cdot\mathbf p=\sin\theta$, the strain along $\mathbf p$ per unit thread travel per unit plan area is

$$\frac{(\mathbf b\cdot\mathbf p)(\mathbf n\cdot\mathbf p)}{\sin\theta}=b_{\rm eff}.$$

Half the travel serves each direction, giving $b_{\rm eff}/2$ in each. Along the film normal, $\mathbf b=\tfrac a2[10\bar1]$ and $\sin\theta=\sqrt{2/3}$ give

$$\frac{b_zn_z}{\sin\theta}=\frac{(-a/2)(1/\sqrt3)}{\sqrt{2/3}}=-\frac a{2\sqrt2}=-b_{\rm eff}.$$

The three strains $\tfrac12b_{\rm eff}$, $\tfrac12b_{\rm eff}$ and $-b_{\rm eff}$ sum to zero, as they must because glide conserves volume.

The balance was also tested by counting. Twenty thousand threads were given random positions, directions and speeds, with about 30% pinned, and the lines they left across fixed test lines were counted. The resulting strain rate, averaged over the two arrays, divided by $\tfrac12b_{\rm eff}\rho v$, was 1.0000.

## (d) The density needed at steady state

**Find $\rho$ when the elastic strain at the growing surface no longer changes. What happens if the surface strain is still changing, or if one direction alone relaxes?**

**Solution.** At film thickness $h$, part (b) gives the surface strain $\varepsilon_s=gh-b_{\rm eff}N$. Differentiate, using $dh/dt=R$ and part (c):

$$\frac{d\varepsilon_s}{dt}=Rg-\frac12b_{\rm eff}\rho v .$$

Grading supplies strain at rate $Rg$, and gliding threads remove it. Solving for the density,

$$\rho=\frac{2\left(Rg-d\varepsilon_s/dt\right)}{b_{\rm eff}v}.$$

At steady state $d\varepsilon_s/dt=0$, so

$$\boxed{\rho=\frac{2Rg}{b_{\rm eff}\,v}}$$

While strain is still building up, $d\varepsilon_s/dt>0$ and the product $\rho v$ is smaller than this. If one array alone forms and relaxes one direction, all thread travel goes into it: $dN/dt=\rho v$, and the factor 2 becomes 1.

The relation fixes the product $\rho v$. It gives $\rho$ when $v$ is known, but it says nothing about where threads come from, and it is not an energetic lower bound. When grading stops, $g=0$ and steady strain requires $\rho v=0$. Threads that have stopped satisfy this, so the formula does not imply that they disappear.

If the whole strain profile travels with the surface, $\varepsilon$ depends on $h-z$ alone. Where it has levelled off deep in the film, $d\varepsilon/dz=0$, and part (b) gives

$$\frac{dN}{dz}=\frac g{b_{\rm eff}}.$$

This is the number of lines of one array per unit area of cross-section.

## (e) Why the strain can settle

**Suppose $\rho$ is held fixed and $v=v_0(\bar\varepsilon/\varepsilon_0)^2$, where $\bar\varepsilon$ is the mean strain above the newest misfit line. Each new line forms where the film stress does most work. Starting from zero thickness, find the surface strain as the film grows.**

**Solution.** Let $M$ be the ratio of biaxial stress to in-plane strain. A line placed at $z_*$ lets the film above it do work, per unit line length,

$$W(z_*)=Mb_{\rm eff}\int_{z_*}^{h}\varepsilon(z)\,dz,\qquad \frac{dW}{dz_*}=-Mb_{\rm eff}\,\varepsilon(z_*).$$

The work is greatest at the bottom of the strained region. New lines therefore extend a relaxed zone upward, leaving a line-free cap of thickness $c$. In the cap the strain rises with slope $g$ from zero, so

$$\varepsilon_s=gc,\qquad \bar\varepsilon=\frac1c\int_0^c g\zeta\,d\zeta=\frac{gc}2=\frac{\varepsilon_s}2 .$$

Insert this speed into the surface balance:

$$\frac{d\varepsilon_s}{dt}=Rg-\frac12b_{\rm eff}\rho v_0\left(\frac{\varepsilon_s}{2\varepsilon_0}\right)^2 .$$

Let $\varepsilon_{ss}$ be the strain at which the right side vanishes. The last term then equals $Rg(\varepsilon_s/\varepsilon_{ss})^2$. Dividing by $R=dh/dt$ and writing $y=\varepsilon_s/\varepsilon_{ss}$,

$$\frac{dy}{dh}=\frac g{\varepsilon_{ss}}(1-y^2),\qquad \int_0^y\frac{dy'}{1-y'^2}=\operatorname{artanh}y=\frac{gh}{\varepsilon_{ss}} .$$

Thus

$$\varepsilon_s=\varepsilon_{ss}\tanh\left(\frac{gh}{\varepsilon_{ss}}\right).$$

For a very thin film this is $gh$: almost nothing has relaxed. For a thick film it tends to $\varepsilon_{ss}$. The steady state is stable because excess strain speeds up the threads, which then remove strain faster than grading adds it. A small deviation $u$ from $y=1$ obeys $du/dh=-(2g/\varepsilon_{ss})u$ and decays over a thickness $\varepsilon_{ss}/(2g)$.

## (f) A worked example

**Take $a=0.550$ nm, $R=0.30$ nm/s, $g=4.0\times10^{-6}$ nm$^{-1}$, final thickness 3000 nm and $v=1.0\times10^4$ nm/s, reached at mean strain $1.0\times10^{-3}$. Find the thread density and the thickness needed to approach steady strain.**

**Solution.** From part (a), $b=0.550/\sqrt2=0.389$ nm and $b_{\rm eff}=0.1945$ nm. The strain supply is

$$Rg=0.30\times4.0\times10^{-6}=1.2\times10^{-6}\ {\rm s^{-1}},$$

and therefore

$$\rho=\frac{2\times1.2\times10^{-6}}{0.1945\times1.0\times10^4}=1.23\times10^{-9}\ {\rm nm^{-2}}=1.2\times10^5\ {\rm cm^{-2}} .$$

The typical thread spacing $\rho^{-1/2}$ is $2.8\times10^4$ nm, much larger than the film thickness. Few threads suffice because each one travels far.

The surface strain is twice the mean: $\varepsilon_{ss}=2.0\times10^{-3}$. The cap is $\varepsilon_{ss}/g=500$ nm thick. Within the model of part (e), 99% of the steady strain is reached at

$$h=500\times\operatorname{artanh}(0.99)\approx1320\ {\rm nm}.$$

The transient thus occupies a large part of this film, although the final misfit, $gh=0.012$, is well above the retained surface strain.

A layer-by-layer growth calculation tested the balance without imposing a steady state. It searched for the position of greatest work at each step. With the density above, the late thread speed settled at $9.99\times10^3$ nm/s. Doubling $\rho$ alone gave $5.00\times10^3$ nm/s; doubling $R$ alone or $g$ alone gave $2.00\times10^4$ nm/s. These are the speeds that the boxed relation requires, within the 1% tolerance of the test. The deep line density was $2.06\times10^{-5}$ nm$^{-2}$, in agreement with $g/b_{\rm eff}$.

## (g) What the simple picture leaves out

**Estimate how line energy, blocking, wafer edges and temperature change the example. Use Poisson ratio $\nu=0.28$, a glide barrier of 2.20 eV and a growth temperature of 1100 K.**

**Solution.** *Line energy.* Let $G$ be the shear modulus. A free surface has no normal stress, so an in-plane strain $\varepsilon$ is accompanied by normal strain $-2\nu\varepsilon/(1-\nu)$. The strains then sum to $2\varepsilon(1-2\nu)/(1-\nu)$, and Hooke's law gives

$$\sigma=2G\left[\varepsilon+\frac{\nu}{1-2\nu}\,\frac{2(1-2\nu)}{1-\nu}\,\varepsilon\right]=M\varepsilon,\qquad M=\frac{2G(1+\nu)}{1-\nu}.$$

The screw part of a dislocation, $b_{\rm scr}=b/2$, has shear strain $b_{\rm scr}/(2\pi r)$. Integrating its energy density from radius $b$ to $c$ gives

$$\int_b^c\frac G2\left(\frac{b_{\rm scr}}{2\pi r}\right)^2 2\pi r\,dr=\frac{Gb_{\rm scr}^2}{4\pi}\ln\frac cb .$$

For the edge part, $b_{\rm edge}=\sqrt3\,b/2$, start from the isotropic elastic solution $\sigma_{rr}=\sigma_{\phi\phi}=-D\sin\phi/r$, $\sigma_{r\phi}=D\cos\phi/r$, with $D=Gb_{\rm edge}/[2\pi(1-\nu)]$. The plane-strain energy density, integrated over angle, is

$$\frac{D^2}{4Gr^2}\int_0^{2\pi}\left(2-4\nu\sin^2\phi\right)d\phi=\frac{\pi D^2(1-\nu)}{Gr^2}.$$

Integration over $r\,dr$ gives $Gb_{\rm edge}^2\ln(c/b)/[4\pi(1-\nu)]$. Adding the two parts,

$$E=\frac{Gb^2(1-\nu/4)}{4\pi(1-\nu)}\ln\frac cb .$$

The film pays for this line when $Mb_{\rm eff}c\,\bar\varepsilon=E$. Using $b^2/b_{\rm eff}=2b$, the strain consumed is

$$\varepsilon_{\rm line}=\frac{b(1-\nu/4)}{4\pi(1+\nu)c}\ln\frac cb .$$

At $c=500$ nm this is $3.2\times10^{-4}$, about a third of the mean strain. To keep the same speed, the cap must satisfy $gc/2-\varepsilon_{\rm line}=1.0\times10^{-3}$, which gives $c\approx630$ nm and surface strain $2.5\times10^{-3}$. The density is then unchanged. If the cap were instead held at 500 nm, the speed would fall by the factor $(1-0.322)^2=0.46$ and the needed density would rise by 2.2. With line energy included, no thread advances until $gc/2$ exceeds $\varepsilon_{\rm line}$, at a thickness of about 270 nm. The inner cutoff $b$ is a rough treatment of the core. These numbers use isotropic elasticity; the cubic elastic constants of silicon or germanium raise $\varepsilon_{\rm line}$ at 500 nm to about $4\times10^{-4}$, the cap to about 660 nm, and the density factor at fixed cap to about 2.8. The estimate also places new lines as in part (e), where film stress alone does most work; any change of position caused by the line energy is left out.

*Blocking.* The stress amplitude of a crossing line, estimated with $b_{\rm eff}$ in place of $b_{\rm edge}$, matches the mean film stress at

$$r=\frac{b_{\rm eff}}{4\pi(1+\nu)\bar\varepsilon}\approx12\ {\rm nm}.$$

This is a scale only: with the full stress of the crossing line resolved on the thread's slip system, the largest distance above the line at which that stress opposes and matches the film's drive is about 1.2 to 2.9 times this value, depending on the Burgers vectors. Either way, one line reaches across little of the 500 nm cap. Bundled lines reach further. In an unbounded solid, the same factors mean that about 14 to 35 lines sharing one Burgers vector could match the film's drive on a thread at a distance of 500 nm, in the direction where their opposition is strongest. In the film, the free surface changes this stress. Directly above the bundle, the in-plane normal stress falls to zero at the surface, but the in-plane shear stress from the screw parts does not, unless screw parts of opposite sign cancel. The number therefore shows when bundles matter; it is not a threshold for blocking the whole cap. If 30% of threads are pinned and the mobile ones keep their speed, the mean speed is multiplied by 0.70 and the total density by $1/0.70=1.43$.

*Wafer edge.* Growth lasts $3000/0.30=1.0\times10^4$ s, during which a thread that kept the steady mean speed throughout would travel $1.0\times10^8$ nm. On a square wafer $2.0\times10^8$ nm wide, with its edges along the two glide directions, half of the initially uniform threads would then leave at the edges. The slow start found in part (e) multiplies the travel by about $(3000-500)/3000=0.83$, because the speed follows $\tanh^2(gh/\varepsilon_{ss})$, and the loss of initial threads becomes about 42%, provided lost threads are replaced so that $\rho$ stays fixed. If they are not replaced, the strain rises, the remaining threads speed up, and a wafer-averaged balance gives a loss of about 53%. This counts edge losses only; threads that meet and annihilate would add to them. Keeping $\rho$ constant therefore requires new threads.

*Temperature.* At equal driving strain, let the speed vary as $\exp(-U/k_BT)$, with $U$ the glide barrier. Growth at 1050 K then needs 3.0 times the density. If the density is fixed instead, the driving strain must rise by $\sqrt{3.0}\approx1.7$, for the quadratic speed law assumed in part (e); a speed linear in stress, closer to glide in bulk silicon, would need the full factor 3.0.

With a film–substrate expansion difference of $1.0\times10^{-6}$ K$^{-1}$, cooling to 300 K produces a thermal strain of $8.0\times10^{-4}$. That is 6.7% of the final misfit but comparable with the mean driving strain. If the film contracts more than the substrate and no glide occurs during cooling, the compression at the surface falls, while the relaxed film below the cap goes into tension. It arises after growth and does not enter the growth balance. The speed law extrapolated to 300 K gives about $10^{-23}$ nm/s, so thermally activated glide is negligible in use.

*The real case.* The parameters lie in the rough regime of silicon–germanium buffers on silicon, graded by about a tenth in germanium fraction per 1000 nm. Thread densities there are roughly $10^5$ to $10^6$ cm$^{-2}$, and the example falls near the lower end. The thread speed is the least secure input, since it depends strongly on temperature, strain and composition. Real buffers depart from free glide when threads are trapped at bundles of misfit lines: 30% pinning raises the example to $1.8\times10^5$ cm$^{-2}$, and 90% pinning would raise it tenfold, at fixed mobile speed. Halving the gradient halves the needed density if $R$ and $v$ are held fixed, but doubles the thickness required for the same final misfit.

## Values computed for the example and the checks

```
lattice parameter: 0.550 nm
Burgers length b: 0.3889 nm
effective component b_eff: 0.1945 nm
active slip systems: 8
growth rate R: 0.30 nm/s
misfit gradient g: 4.00e-06 1/nm
film thickness: 3000 nm
final misfit: 0.0120
misfit strain rate R*g: 1.200e-06 1/s
mean thread speed v: 1.000e+04 nm/s
thread density: 1.2342e-09 1/nm^2
thread density, converted: 1.2342e+05 1/cm^2
mean thread spacing rho^(-1/2): 2.846e+04 nm
random threads counted: 20000
counted/balance strain rate: 1.0000
growth model, rho,R,g times (1, 1, 1): v = 9.9940e+03 nm/s
growth model, rho,R,g times (2, 1, 1): v = 5.0000e+03 nm/s
growth model, rho,R,g times (1, 2, 1): v = 1.9973e+04 nm/s
growth model, rho,R,g times (1, 1, 2): v = 2.0000e+04 nm/s
growth model surface strain: 2.0009e-03
steady surface strain, formula: 2.0000e-03
mean driving strain: 1.00e-03
speed exponent: 2
line-free cap: 500.0 nm
thickness to 99% steady strain: 1323 nm
deep lines, growth model: 2.0569e-05 1/nm^2
deep lines, g/b_eff: 2.0570e-05 1/nm^2
Poisson ratio: 0.28
line-tension strain at that cap: 3.220e-04
cap with line tension: 631.6 nm
surface strain with tension: 2.526e-03
reach of one crossing line: 12.1 nm
lines in a bundle reaching across cap: 41
pinned fraction considered: 0.30
total density factor if pinned: 1.429
growth time: 1.000e+04 s
thread travel during growth: 1.000e+08 nm
wafer width: 2.000e+08 nm
fraction of initial threads lost at edge: 0.500
growth temperature: 1100 K
glide barrier: 2.20 eV
density factor at 1050 K: 3.02
expansion difference: 1.0e-06 1/K
thermal strain on cooling: 8.00e-04
thermal strain/final misfit: 0.067
temperature of use: 300 K
thread speed in use: 1.3e-23 nm/s
```
